# Temperature Dependence of Field Emission at a Reverse-Biased Metal–Semiconductor Contact

A metal touches an n-type semiconductor. Under reverse bias $V$, electrons tunnel from the metal through the depletion barrier into the conduction band. The problem asks how the temperature of the metal's electrons changes this current when the barrier itself is held fixed.

Energies are measured from the metal Fermi level. The barrier top lies at $\phi$, and the conduction-band edge in the bulk semiconductor lies at $-u$, with $u>0$. $J$ denotes the magnitude of the current density, $e>0$ the elementary charge, and $k$ Boltzmann's constant. The model rests on these assumptions:

- The wavevector $\mathbf k_t$ parallel to the interface is conserved, and the metal has states at every $\mathbf k_t$ that matters.
- The semiconductor band is parabolic, so the decay inside the barrier depends on the energy $E$ and on $\mathbf k_t$ through the normal energy $E_n=E-E_t$ alone, where $E_t$ is the transverse kinetic energy in the semiconductor. The transmission $D$ also depends on the normal velocity in the metal; its variation at fixed $E_n$ is neglected, so that $D=D(E_n)$.
- Over the energies that carry current, $\ln D=-b+cE_n$ with $c>0$, and $b$ and $c$ do not depend on temperature.
- The bias is large: $cu\gg1$ and $c\,eV\gg1$. The first condition lets the energy integral run down to $-\infty$. The second makes the return flow from the semiconductor negligible.

## (a) Write the current as an integral over normal energy

**Question.** Reduce the sum over electron states to one integral containing $D(E_n)$.

**Solution.** With two spin states, the flow from the metal is

$$J=2e\int\frac{d^2k_t}{(2\pi)^2}\int\frac{dk_x}{2\pi}\,v_x\,D\,f(E),\qquad f(E)=\frac1{1+e^{E/kT}} .$$

At fixed $\mathbf k_t$ the velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$, so $v_x\,dk_x=dE/\hbar$. The mass of the electron in the metal drops out.

The transverse energy in the semiconductor is $E_t=\hbar^2k_t^2/2m_d$, so $d^2k_t=2\pi k_t\,dk_t=(2\pi m_d/\hbar^2)\,dE_t$. For an elliptical valley with transverse masses $m_y,m_z$, rescaling the two axes gives the same expression with $m_d=\sqrt{m_ym_z}$. The constants combine as

$$2e\cdot\frac{1}{(2\pi)^2}\frac{2\pi m_d}{\hbar^2}\cdot\frac1{2\pi\hbar}=\frac{e\,m_d}{2\pi^2\hbar^3}\equiv P .$$

Changing variables from $E$ to $E_n=E-E_t$ at fixed $E_t$ gives

$$J=P\int dE_n\,D(E_n)\,S(E_n),\qquad S(E_n)=\int_0^\infty f(E_n+E_t)\,dE_t .$$

The function $-kT\ln(1+e^{-E/kT})$ has derivative $e^{-E/kT}/(1+e^{-E/kT})=f(E)$. The supply function is therefore

$$S(E_n)=kT\ln\!\left(1+e^{-E_n/kT}\right),\qquad \frac{dS}{dE_n}=-f(E_n).$$

## (b) Find the current at zero temperature

**Question.** Evaluate $J(0)$ for the straight-line $\ln D$, and estimate the error made by ignoring the band edge.

**Solution.** As $T\to0$, $S\to-E_n$ for $E_n<0$ and $S\to0$ for $E_n>0$. With $y=-E_n$,

$$J(0)=P\,e^{-b}\int_0^\infty y\,e^{-cy}\,dy=\frac{P\,e^{-b}}{c^2}.$$

One factor $1/c$ is the depth of the layer of normal energies that contributes. The other reflects the number of transverse states available at that depth.

The band edge removes the part $y>u$. Since $\int_u^\infty y\,e^{-cy}dy=(1+cu)e^{-cu}/c^2$, the removed fraction is $(1+cu)e^{-cu}$, which is small when $cu\gg1$.

## (c) Find the current at finite temperature

**Question.** Show that

$$\frac{J(T)}{J(0)}=\frac{\pi ckT}{\sin(\pi ckT)},\qquad 0<ckT<1,$$

and locate where the restriction enters.

**Solution.** Integrate by parts, using $dS/dE=-f$:

$$\int_{-\infty}^{\infty}e^{cE}S\,dE=\left[\frac{e^{cE}S}{c}\right]_{-\infty}^{\infty}+\frac1c\int_{-\infty}^{\infty}e^{cE}f(E)\,dE .$$

At the lower end $S\simeq-E$, and $e^{cE}|E|\to0$ because $c>0$. At the upper end $S\simeq kT\,e^{-E/kT}$, so the boundary term behaves as $e^{(c-1/kT)E}$. It vanishes only if $ckT<1$.

Let $s=ckT$ and $x=E/kT$. Then

$$J(T)=\frac{P\,e^{-b}\,kT}{c}\,I(s),\qquad I(s)=\int_{-\infty}^{\infty}\frac{e^{sx}}{1+e^x}\,dx .$$

To find $I(s)$, integrate $e^{sz}/(1+e^z)$ counterclockwise around the rectangle with corners $\pm R$ and $\pm R+2\pi i$. On the right side the integrand is at most $e^{sR}/(e^R-1)$ in magnitude, which vanishes as $R\to\infty$ for $s<1$. On the left side it is at most $e^{-sR}/(1-e^{-R})$, which vanishes for $s>0$.

On the top side $e^z$ is unchanged, while $e^{sz}$ gains the factor $e^{2\pi is}$. That side is traversed backwards, so the contour integral tends to $(1-e^{2\pi is})I$.

The single enclosed pole is at $z=i\pi$. Near it $1+e^z\simeq-(z-i\pi)$, so the residue is $-e^{i\pi s}$. The residue theorem gives

$$(1-e^{2\pi is})\,I=-2\pi i\,e^{i\pi s}.$$

Division by $e^{i\pi s}$ turns the left side into $(e^{-i\pi s}-e^{i\pi s})I=-2i\sin(\pi s)\,I$. Hence $I=\pi/\sin(\pi s)$, and

$$J(T)=\frac{P\,e^{-b}}{c^2}\,\frac{\pi ckT}{\sin(\pi ckT)} .$$

Dividing by $J(0)$ gives the required ratio. Direct numerical integration of the supply built from Fermi functions, at five values of $s$ from 0.1 to 0.9, agrees with this ratio to a relative error of $1.4\times10^{-5}$ or better.

## (d) Explain what happens at $ckT=1$

**Question.** What does the integral do at and above $ckT=1$, and which electrons are responsible?

**Solution.** Far above the Fermi level the integrand $e^{cE}S$ tends to $kT\,e^{(c-1/kT)E}$. At $s=1$ this is the constant $kT$, so the integral grows linearly with its upper cutoff. Moving the cutoff from $40kT$ to $80kT$ adds $40(kT)^2$, and the numerical integral gives 40.000 in the same unit. For $s>1$ the growth is exponential. The sine formula would give a negative current for $1<s<2$, but there it no longer represents the integral.

The energy distribution of the current shows the cause. At fixed total energy $E$, the sum over transverse energies is $\int_0^\infty D(E-E_t)\,dE_t=D(E)/c$. The distribution is therefore proportional to $e^{cE}f(E)$. Since $d\ln f/dE=-(1-f)/kT$, its maximum satisfies $1-f=ckT=s$. This gives $e^{E/kT}=s/(1-s)$, or

$$E_{\rm peak}=kT\ln\frac{s}{1-s}.$$

The peak is below the Fermi level for $s<\tfrac12$ and above it for $s>\tfrac12$. The upper tail falls as $e^{-E/\ell}$ with

$$\ell=\frac{kT}{1-s}.$$

Both $E_{\rm peak}$ and $\ell$ grow without limit as $s\to1$. The gain in transmission with energy then balances the loss of occupied states.

In a real barrier $D$ cannot exceed one, so the factor $e^{-E/kT}$ in the supply makes the current finite at any temperature. The divergence belongs to the straight line. A bend in $\ln D$ also matters before $s=1$. If its second derivative is $\kappa$, the straight line is adequate over the thermal tail only when

$$\tfrac12|\kappa|\,\ell^2\ll1 .$$

## (e) Examine low temperature and finite bias

**Question.** Find the first thermal correction for any smooth $D$. Then restore the return flow for the straight line.

**Solution.** Let $S_0$ be the supply at $T=0$. For $E>0$ the difference $S-S_0$ is $kT\ln(1+e^{-E/kT})$. For $E<0$ it is $kT\ln(1+e^{|E|/kT})-|E|=kT\ln(1+e^{-|E|/kT})$. The difference is thus even in $E$ and confined to a few $kT$ around the Fermi level. Its area is

$$2(kT)^2\int_0^\infty\ln(1+e^{-y})\,dy=2(kT)^2\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{(\pi kT)^2}{6},$$

because the sum equals $\pi^2/12$. To leading order in $T$,

$$J(T)-J(0)\simeq P\,D(0)\,\frac{(\pi kT)^2}{6}.$$

For the straight line, division by $J(0)=P\,D(0)/c^2$ gives $1+(\pi ckT)^2/6$, which agrees with the expansion of the sine formula. For a curved $\ln D$ the leading rise is the same at given $D(0)$, but $J(0)$ differs.

For the return flow, let the semiconductor's electrons have the same temperature as the metal's. Their Fermi level lies at $-eV$, so their supply is $S(E+eV)$. If the same straight line holds throughout and the band edge is again ignored, the substitution $E\to E-eV$ gives

$$\int e^{cE}S(E+eV)\,dE=e^{-c\,eV}\int e^{cE}S(E)\,dE .$$

The net current is the forward current times $1-e^{-c\,eV}$. This factor is the same at every temperature and cancels from $J(T)/J(0)$.

## (f) Obtain $c$ for a depletion barrier

**Question.** Find $b$, $c$ and the curvature of $\ln D$ in the WKB approximation, for uniform donor density $N$, permittivity $\epsilon_s$ and normal mass $m$.

**Solution.** Measured from the bulk band edge, the barrier height is $H=\phi+u$. In a fully depleted layer the electron's potential energy obeys $U''=e^2N/\epsilon_s$. It reaches zero with zero slope at $x=W$:

$$U=H\left(1-\frac xW\right)^2,\qquad \frac{2H}{W^2}=\frac{e^2N}{\epsilon_s},\qquad W=\sqrt{\frac{2\epsilon_sH}{e^2N}} .$$

Let $w=u+E_n$ be the normal energy above the band edge. Then $D=e^{-B}$ with $B(w)=(2/\hbar)\int\sqrt{2m(U-w)}\,dx$ over the forbidden region. The integrand vanishes at the moving endpoint, so only the integrand needs differentiating. With $y=1-x/W$,

$$-\frac{dB}{dw}=\frac{\sqrt{2m}\,W}{\hbar}\int_{\sqrt{w/H}}^{1}\frac{dy}{\sqrt{Hy^2-w}}
=\frac{\sqrt{2m}\,W}{\hbar\sqrt H}\,\operatorname{arcosh}\sqrt{\frac Hw}.$$

Inserting $W$, the prefactor is $(2/\hbar e)\sqrt{m\epsilon_s/N}=1/E_{00}$, where

$$E_{00}=\frac{\hbar e}{2}\sqrt{\frac{N}{m\epsilon_s}} .$$

At the Fermi level $w=u$, so

$$c=\frac{1}{E_{00}}\operatorname{arcosh}\sqrt{\frac Hu}.$$

The derivative of $\operatorname{arcosh}\sqrt{H/w}$ is $-\frac{1}{2w}\sqrt{H/(H-w)}$. At $w=u$, where $H-u=\phi$, this gives the curvature

$$\kappa=\frac{d^2\ln D}{dE_n^2}=-\frac{1}{2uE_{00}}\sqrt{\frac H\phi}.$$

To find $b=B(u)$, integrate the slope down from the barrier top, where $B(H)=0$. Integration by parts gives

$$E_{00}\,b=\int_u^H\operatorname{arcosh}\sqrt{\frac H{w}}\,dw=-u\operatorname{arcosh}\sqrt{\frac Hu}+\frac{\sqrt H}{2}\int_u^H\frac{dw}{\sqrt{H-w}} .$$

The last term is $\sqrt{H(H-u)}=\sqrt{H\phi}$, so

$$b=\frac{1}{E_{00}}\left[\sqrt{H\phi}-u\operatorname{arcosh}\sqrt{\frac Hu}\right].$$

## (g) Evaluate a silicide contact on n-type silicon

**Question.** Take $\phi=0.65$ eV, $N=2\times10^{19}\ \mathrm{cm^{-3}}$, relative permittivity 11.7 and $u=0.30$ eV on a (100) surface. Find the current at 0 and 300 K with the barrier held fixed.

**Solution.** Four of the six silicon valleys have the light normal mass, $0.19\,m_e$. Their transverse masses are 0.19 and $0.916\,m_e$, so their total transverse mass is $4\sqrt{0.19\times0.916}\,m_e=1.67\,m_e$. This gives $P=2.70\times10^{10}\ \mathrm{A\,cm^{-2}\,eV^{-2}}$.

The band bending is $H=0.95$ eV, the barrier width at its base is 7.84 nm, and $E_{00}=55.7$ meV. The peak field is $2H/(eW)=1.90\ \mathrm{V}/7.84\ \mathrm{nm}=2.42$ MV/cm. Since $\operatorname{arcosh}\sqrt{0.95/0.30}=1.179$,

$$c=\frac{1.179}{0.0557\ \mathrm{eV}}=21.2\ \mathrm{eV^{-1}},\qquad
b=\frac{0.786-0.354}{0.0557}=7.76 .$$

The transmission at the Fermi level is $e^{-b}=4.27\times10^{-4}$, and

$$J(0)=\frac{2.70\times10^{10}\times4.27\times10^{-4}}{(21.17)^2}\ \mathrm{A\,cm^{-2}}=2.57\times10^4\ \mathrm{A\,cm^{-2}} .$$

At 300 K, $kT=25.85$ meV and $ckT=0.547$. The thermal factor is 1.74, so $J(300\ \mathrm K)=4.47\times10^4\ \mathrm{A\,cm^{-2}}$. In the straight-line model the energy distribution peaks 5 meV above the Fermi level, and its tail length is 57 meV. The formula reaches its limit $ckT=1$ at 548 K.

The band-edge error of part (b), with $cu=6.35$, is about 1.3% of the straight-line $J(0)$.

## (h) Judge the formula against a curved barrier and a real contact

**Question.** How far can the straight line be trusted here, and which omitted effects matter most?

**Solution.** The table gives $J(T)/J(0)$ at fixed barrier. "WKB" uses the full curved transmission. "Wave" uses a numerical solution of the wave equation, with a free-electron metal whose band is 10 eV deep and whose normal wavevector is taken at $\mathbf k_t=0$.

| $T$ (K) | $ckT$ | Formula | WKB | Wave |
|---|---|---|---|---|
| 100 | 0.182 | 1.057 | 1.071 | 1.069 |
| 200 | 0.365 | 1.258 | 1.316 | 1.302 |
| 300 | 0.547 | 1.739 | 1.854 | 1.802 |
| 400 | 0.730 | 3.055 | 2.962 | 2.791 |
| 500 | 0.912 | 10.53 | 5.23 | 4.69 |

At low temperature the formula lies below the curved results because it overestimates $J(0)$. Here $\kappa=-36.2\ \mathrm{eV^{-2}}$, so $\ln D$ falls below its tangent. The weight $|E|e^{cE}$ in $J(0)$ has mean square energy $6/c^2$. To first order the curvature therefore lowers $J(0)$ by $\frac12|\kappa|\,6/c^2=24\%$, and the full WKB integral is 20% below the straight-line value. The leading thermal rise is not lowered, by part (e), so the ratio is larger.

At high temperature the upper tail decides. The measure $\frac12|\kappa|\ell^2$ is 0.06 at 300 K and 0.3 at 400 K, where the straight line overestimates the current from $E_n>0$ by 10% and 36%. The close agreement of the ratio at 400 K is therefore a cancellation against the overestimated $J(0)$. The measure is about 4 at 500 K, where the formula is too large by a factor of two relative to WKB. At $ckT=0.99$ the formula gives 99 and full WKB gives 6.8. The condition $ckT<1$ is thus necessary for the formula to exist, but does not make it accurate.

The absolute current is less certain than the ratio. The wave solution gives a Fermi-level transmission of $7.5\times10^{-4}$, 1.75 times the WKB value, while its slope, $20.5\ \mathrm{eV^{-1}}$, is within 4% of the WKB slope. The light valleys are in fact centred away from $\mathbf k_t=0$. Using the metal's normal wavevector at their centres changes the transmission to $8.3\times10^{-4}$ and the 300 K ratio from 1.80 to 1.82. The wave values also depend on the assumed band depth: a depth of 5 eV gives a 300 K ratio of 1.83 at $\mathbf k_t=0$ and 1.90 at the valley centres.

The barrier and doping are rough illustrative values for a silicide on heavily doped silicon. Several omissions can be sized in WKB for these parameters:

- **Image force.** It lowers the barrier top by 0.17 eV and doubles $J(0)$, but changes the 300 K ratio only from 1.85 to 1.87.
- **Semiconductor Fermi level.** The comparisons above hold $u$ fixed. At fixed bias, 0.302 V here, $u$ changes because the silicon Fermi level moves from 25 meV above the band edge at 0 K to 1.5 meV below it at 300 K, assuming fully ionized donors. The ratio at 300 K then falls from 1.85 to 1.47 if the layer is fully depleted at both temperatures. Mobile electrons at the edge of the layer weaken the field, more so at 300 K than at 0 K, and including them brings the ratio down to 1.29.
- **Barrier height.** The silicon gap shrinks by about 45 meV between 0 and 300 K, and $\phi$ may follow part of this change. A barrier 20 meV higher at 0 K than at 300 K, with $u$ fixed, would raise the ratio from 1.85 to 2.5. This 20 meV shift alone changes the current by a factor of 1.37. A shift by the full 45 meV would change it by a factor of 2.0, more than the 1.85 due to the metal's electron temperature.
- **Non-parabolic decay.** At the interface, an electron at the Fermi level lies 0.65 eV below the band edge, where the parabolic form is doubtful. A two-band law replaces the depth $\Delta$ below the band edge by $\Delta(1-\Delta/E_g)$ in the decay constant. With an illustrative $E_g=4$ eV and $\Delta$ taken from the normal energy, it multiplies $J(0)$ by 1.7 and lowers the 300 K ratio to 1.71. With $\Delta$ taken from the total energy and $E_t$ added separately, the values are 1.5 and 1.72. The non-parabolicity usually quoted above the silicon band edge, $0.5\ \mathrm{eV^{-1}}$, corresponds to $E_g=2$ eV, which multiplies $J(0)$ by 2.4 to 2.9 and gives a ratio near 1.6.
- **Heavy valleys.** Since $c\propto\sqrt m$, the two remaining valleys have $ckT=1.20$ at 300 K, and the sine formula cannot be used for them. Their finite WKB current is $7\times10^{-5}$ of that of the light valleys.
- **Other flows.** At 300 K, return flow is $1.7\times10^{-4}$ of the forward flow, and emission over the barrier top, to which all six valleys contribute, is about $7\times10^{-9}$ of the current, or $2.5\times10^{-6}$ when the image force lowers the top.
- **Series resistance.** With a rough mobility of $100\ \mathrm{cm^2\,V^{-1}\,s^{-1}}$, 100 nm of silicon drops 1.4 mV.

The band bending is 0.17 eV less than a gap of 1.12 eV, so the silicon valence band at the interface does not overlap the bulk conduction band. Gap narrowing by heavy doping reduces this margin by roughly 0.06 to 0.10 eV in common empirical fits, and the gap shrinks by a further 0.06 eV between 300 and 500 K, which leaves only a few tens of meV at the top of the table. A larger bias can remove the margin, opening band-to-band tunnelling. The uniform donor charge is a weaker assumption: the mean donor spacing is 3.7 nm, about half the barrier width. Local fields must then vary across a real contact, and the effect of that variation on the current has not been calculated here.

## Numbers as computed

```
Largest relative error of formula, s=0.1..0.9: 1.4e-05
Growth at s=1, cutoff 40 to 80 kT: 40.000 (kT^2)
Barrier height: 0.65 eV
Band edge below metal Fermi level: 0.30 eV
Donor density: 2.0e+19 cm^-3
Relative permittivity: 11.7
Light, heavy normal mass: 0.190, 0.916 m_e
Total band bending H: 0.95 eV
Barrier width at base: 7.84 nm
Peak field: 2.42 MV/cm
E00: 55.7 meV
Exponent b at Fermi level: 7.759
Transmission at Fermi level, WKB: 4.270e-04
Transmission at Fermi level, wave: 7.473e-04
Slope c, WKB: 21.17 per eV
Slope c, wave: 20.45 per eV
Curvature of ln D: -36.2 per eV^2
kT at 300 K: 25.85 meV
c kT at 300 K: 0.5474
Temperature where c kT = 1: 548 K
Peak of energy distribution, 300 K: 4.9 meV
Upper tail length, 300 K: 57.1 meV
Current prefactor: 2.701e+10 A/(cm^2 eV^2)
J(0), straight-line formula: 2.572e+04 A/cm^2
J(300 K), straight-line formula: 4.473e+04 A/cm^2
J(300 K), full WKB: 3.810e+04 A/cm^2
J(300 K), wave: 6.703e+04 A/cm^2
J(0) full WKB / straight line: 0.799
J(T)/J(0): T in K, c kT, formula, full WKB, wave
  100  0.182  1.057  1.071  1.069
  200  0.365  1.258  1.316  1.302
  300  0.547  1.739  1.854  1.802
  400  0.730  3.055  2.962  2.791
  500  0.912  10.532  5.225  4.686
At c kT = 0.99: formula 99.0, full WKB 6.79
Image force: barrier top lowered by 0.171 eV
Image force: J(0) multiplied by 2.03
Image force: slope c 21.36 per eV
Image force: J(300)/J(0) full WKB 1.867, formula 1.758
Heavy valleys: c kT at 300 K 1.202
Heavy / light valley current, 300 K: 6.79e-05
Share of J(300 K) above barrier top: 5.70e-09
Silicon Fermi level above band edge, 0 K: 25.4 meV
Silicon Fermi level above band edge, 300 K: -1.5 meV
Applied reverse bias at 300 K: 0.302 V
Return flow / forward flow, 300 K: 1.67e-04
J(300)/J(0) at fixed bias, full WKB: 1.475
Gap minus band bending: 0.17 eV
Mean donor spacing: 3.68 nm
Voltage lost in 100 nm of silicon (mobility 100 cm^2/Vs): 1.40 mV
```
